# Forces from a stationary Luttinger-Ward functional, with moving bases and projectors: verification in Python

```python
# Result under test: for a self-consistent Green's function G of a functional
# Omega[G] = Tr ln(-G) - Tr(G0^-1 G - 1) + Phi[G], the derivative dOmega/dR is
# the explicit derivative at fixed G. Moving basis functions and projectors
# add explicit terms, but no derivative of G or of the self-energy.
# Symbols: S overlap, h one-body matrix, V Coulomb integrals (ij|kl),
# rho density matrix per spin, W energy-weighted density matrix per spin,
# P orthonormal projector coefficients, U local interaction, mu chemical
# potential, R position of the moving nucleus (the other one sits at zero).
# Model: one dimension, softened Coulomb law, second-order skeleton Phi.
# Algebra is in atomic units; printed numbers are in eV and angstrom.
import numpy as np
from types import SimpleNamespace
from scipy.constants import physical_constants
from scipy.linalg import eigh, qr
from scipy.optimize import newton
from scipy.special import expit, polygamma

HA = physical_constants['Hartree energy in eV'][0]
ANG = 1e-10 / physical_constants['Bohr radius'][0]   # bohr per angstrom
FORCE = HA * ANG                                     # Ha/bohr to eV/angstrom

KT_EV, MU_EV, MU_LOC_EV, U_EV = 1.0, -10.0, -20.0, 8.0
R_A, SOFT_A, PROJ_WIDTH_A = 1.2, 0.5, 0.5
WIDTHS_A = (0.4, 0.8)
FIXED_WIDTH_A, FIXED_STEP_A = 0.6, 0.8
BETA, MU, MU_LOC, U = HA / KT_EV, MU_EV / HA, MU_LOC_EV / HA, U_EV / HA
R0, SOFT = R_A * ANG, SOFT_A * ANG
STEP = 0.03          # finite-difference step, bohr
TOL = 4e-6           # Ha/bohr: stencil error plus imaginary-time fit error
RESIDUAL = 1e-8      # relative Dyson residual, above the rounding of the fits

# ---------- imaginary time and frequency representation ----------
NT = 80
nodes, weights = np.polynomial.legendre.leggauss(NT)
tau, wt = BETA * (nodes + 1) / 2, BETA * weights / 2


def kernel(t, w):
    """exp(-t w)/(1+exp(-beta w)), written so that it cannot overflow."""
    return np.exp(-np.outer(t, w) - np.logaddexp(0, -BETA * w)[None, :])


candidates = 40.0 * np.sinh(np.linspace(-6, 6, 301)) / np.sinh(6)
_, r_factor, pivots = qr(kernel(tau, candidates), mode='economic', pivoting=True)
diag = np.abs(np.diag(r_factor))
poles = candidates[pivots[:int(np.sum(diag > 1e-11 * diag[0]))]]
TAU_KERNEL = kernel(tau, poles)
TAU_FIT = np.linalg.pinv(TAU_KERNEL, rcond=1e-11)
index = np.unique(np.geomspace(1, 3000, 90).astype(int)) - 1
iw = 1j * (2 * index + 1) * np.pi / BETA
FREQ_KERNEL = 1 / (iw[:, None] - poles)
FREQ_FIT = np.linalg.pinv(np.concatenate([FREQ_KERNEL.real, FREQ_KERNEL.imag]),
                          rcond=1e-11)
N_SUM = 2000
iw_sum = 1j * (2 * np.arange(N_SUM) + 1) * np.pi / BETA
SUM_KERNEL = 1 / (iw_sum[:, None] - poles)


def resolvent(C, xi, freq):
    return np.einsum('ik,wk,jk->wij', C, 1 / (freq[:, None] - xi), C,
                     optimize=True)


def anderson_step(points, errors, mix):
    """Damped step, improved by extrapolation from the stored residuals."""
    step = mix * errors[-1]
    if len(points) > 1:
        d_err = np.diff(np.array(errors), axis=0).T
        d_pts = np.diff(np.array(points), axis=0).T
        scale = np.maximum(np.linalg.norm(d_err, axis=0), 1e-300)
        gamma = np.linalg.lstsq(d_err / scale, errors[-1], rcond=1e-6)[0] / scale
        step = step - (d_pts + mix * d_err) @ gamma
    return step


def solve(S, h, static, dynamic, mu, correlated=True):
    """Self-consistent Dyson equation; returns Omega and the matrices.

    The static problem is approached first; the dynamic self-energy is then
    switched on.
    """
    n = len(S)
    G, rho = np.zeros((NT, n, n)), np.zeros((n, n))
    converged, dynamic_on, mix, previous = False, False, 0.5, np.inf
    points, errors = [], []
    for _ in range(400):
        F = h + static(rho)
        xi, C = eigh(F, S)
        xi = xi - mu
        occ = expit(-BETA * xi)
        new_G = -np.einsum('ik,tk,jk->tij', C, kernel(tau, xi), C, optimize=True)
        new_rho = (C * occ) @ C.T
        W_def = (C * (occ * (xi + mu))) @ C.T
        if dynamic_on:
            sig = dynamic(G, -G[::-1])
            sig_poles = -np.tensordot(TAU_FIT, sig, 1)
            sig_w = np.tensordot(FREQ_KERNEL, sig_poles, 1)
            full = np.linalg.inv((iw + mu)[:, None, None] * S - F - sig_w)
            change_w = resolvent(C, xi, iw) @ sig_w @ full
            coef = np.tensordot(
                FREQ_FIT, np.concatenate([change_w.real, change_w.imag]), 1)
            new_G = new_G - np.tensordot(TAU_KERNEL, coef, 1)
            fermi = expit(-BETA * poles)
            new_rho = new_rho + np.tensordot(fermi, coef, 1)
            W_def = W_def + np.tensordot(fermi * (poles + mu), coef, 1)
        residual = np.max(np.abs(new_G - G)) / np.max(np.abs(new_G))
        if residual < RESIDUAL and dynamic_on == correlated:
            converged = True
            break
        if residual > previous:
            mix = max(0.1, 0.7 * mix)
        if residual > 1e-2 or residual > 3 * previous:
            points, errors = [], []
        previous = residual
        vector = np.concatenate([G.ravel(), rho.ravel()])
        points = points[-5:] + [vector]
        errors = errors[-5:] + [
            np.concatenate([new_G.ravel(), new_rho.ravel()]) - vector]
        vector = vector + anderson_step(points, errors, mix)
        G = vector[:G.size].reshape(G.shape)
        rho = vector[G.size:].reshape(n, n)
        if correlated and not dynamic_on and residual < 1e-4:
            dynamic_on, mix, previous = True, 0.5, np.inf
            points, errors = [], []
    assert converged, ('Dyson iteration did not converge', n, dynamic_on,
                       residual, mix, 2 * np.sum(S * rho))
    Gm = -G[::-1]
    if not correlated:
        sig = dynamic(G, Gm)
    phi1 = np.sum(static(rho) * rho.T)
    sig_G = np.einsum('t,tij,tjk->ik', wt, sig, Gm, optimize=True)
    phi2 = 0.5 * np.trace(sig_G)
    omega = -2 / BETA * np.sum(np.logaddexp(0, -BETA * xi)) - phi1
    if correlated:
        sig_sum = np.tensordot(SUM_KERNEL, sig_poles, 1)
        logs = np.linalg.slogdet(np.eye(n) - resolvent(C, xi, iw_sum) @ sig_sum)[1]
        tail = (logs[-1] * abs(iw_sum[-1])**2 * (BETA / (2 * np.pi))**2
                * polygamma(1, N_SUM + 0.5))
        omega += -3 * phi2 - 4 / BETA * (np.sum(logs) + tail)
    W = np.linalg.solve(S, F @ rho + (sig_G if correlated else 0))
    return SimpleNamespace(omega=float(omega), phi2=phi2, rho=rho, G=G, Gm=Gm,
                           sig=sig, W=W, W_def=W_def, N=2 * np.sum(S * rho))


# ---------- model integrals on a uniform grid ----------
DX = 0.15
x = np.arange(-14.0, 17.0, DX)
vee = 1 / np.sqrt((x[:, None] - x[None, :])**2 + SOFT**2)


def gaussian_functions(spec, R):
    """Functions, x-derivatives, and R-derivatives of both."""
    out = []
    for offset, moves, width, order in spec:
        a = 1 / (2 * width**2)
        u = x - offset - moves * R
        g = (2 * a / np.pi)**0.25 * np.exp(-a * u**2) / a**(order / 2)
        d = [g, -2 * a * u * g, (4 * a**2 * u**2 - 2 * a) * g,
             (-8 * a**3 * u**3 + 12 * a**2 * u) * g]
        out.append([d[order], d[order + 1], -moves * d[order + 1],
                    -moves * d[order + 2]])
    return np.array(out).transpose(1, 0, 2)


def one_body(spec, R):
    f, fx, _, _ = gaussian_functions(spec, R)
    v = -1 / np.sqrt(x**2 + SOFT**2) - 1 / np.sqrt((x - R)**2 + SOFT**2)
    return DX * f @ f.T, DX * (0.5 * fx @ fx.T + (f * v) @ f.T)


def inverse_root(S):
    """S^(-1/2) and the smallest eigenvalue of S."""
    s, Q = np.linalg.eigh(S)
    return (Q / np.sqrt(s)) @ Q.T, s[0]


def coulomb(pair1, pair2, n):
    return (DX**2 * pair1.reshape(n * n, -1) @ vee
            @ pair2.reshape(n * n, -1).T).reshape(n, n, n, n)


def repulsion(R):
    return 1 / np.sqrt(R**2 + SOFT**2)


def one_body_derivatives(spec, R, outside_only=False):
    """S', basis part of h', Hellmann-Feynman part of h', f and df/dR."""
    f, fx, fR, fxR = gaussian_functions(spec, R)
    if outside_only:
        A = np.linalg.solve(f @ f.T, f @ fR.T)
        fR, fxR = fR - A.T @ f, fxR - A.T @ fx
    v = -1 / np.sqrt(x**2 + SOFT**2) - 1 / np.sqrt((x - R)**2 + SOFT**2)
    dv = -(x - R) / ((x - R)**2 + SOFT**2)**1.5
    dS = DX * fR @ f.T
    dh = DX * (0.5 * fxR @ fx.T + (fR * v) @ f.T)
    return dS + dS.T, dh + dh.T, DX * (f * dv) @ f.T, f, fR


# ---------- Coulomb functional to second order ----------
def fock(V, rho):
    return (2 * np.einsum('ijkl,kl->ij', V, rho)
            - np.einsum('ilkj,kl->ij', V, rho))


def second_order(V1, V2, Gp, Gm):
    X = np.einsum('imqk,tkl->timql', V1, Gp, optimize=True)
    X = np.einsum('timql,tmn->tinql', X, Gp)
    X = np.einsum('tinql,tpq->tinpl', X, Gm)
    return -np.einsum('tinpl,lpnj->tij', X, 2 * V2 - V2.transpose(2, 1, 0, 3),
                      optimize=True)


def coulomb_state(spec, R, mu=MU, correlated=True):
    """Solve in orthonormal combinations X f of the basis functions f."""
    S, h = one_body(spec, R)
    X, smallest = inverse_root(S)
    f = X @ gaussian_functions(spec, R)[0]
    pair = f[:, None] * f[None]
    V = coulomb(pair, pair, len(f))
    state = solve(np.eye(len(f)), X @ h @ X, lambda r: fock(V, r),
                  lambda gp, gm: second_order(V, V, gp, gm), mu, correlated)
    state.V, state.X, state.smallest_overlap = V, X, smallest
    return state


def coulomb_forces(state, spec, R, outside_only=False):
    """Explicit forces: Hellmann-Feynman, one-body, overlap, interaction.

    The coefficients X are held constant while the functions move.
    """
    dS, dh, dh_hf, f, fR = one_body_derivatives(spec, R, outside_only)
    X = state.X
    dS, dh, dh_hf, f, fR = X @ dS @ X, X @ dh @ X, X @ dh_hf @ X, X @ f, X @ fR
    pair = f[:, None] * f[None]
    dpair = fR[:, None] * f[None] + f[:, None] * fR[None]
    dV = coulomb(dpair, pair, len(f)) + coulomb(pair, dpair, len(f))
    dsig = (second_order(dV, state.V, state.G, state.Gm)
            + second_order(state.V, dV, state.G, state.Gm))
    dphi = (np.sum(fock(dV, state.rho) * state.rho)
            + 0.5 * np.einsum('t,tij,tji->', wt, dsig, state.Gm))
    d_rep = -R / (R**2 + SOFT**2)**1.5
    return -np.array([2 * np.sum(dh_hf * state.rho) + d_rep,
                      2 * np.sum(dh * state.rho), -2 * np.sum(dS * state.W), dphi])


# ---------- local functional with moving orthonormal projectors ----------
PROJECTORS = [(0.0, 0, PROJ_WIDTH_A * ANG, 0), (0.0, 1, PROJ_WIDTH_A * ANG, 0)]


def projectors(spec, R):
    """P, and its derivative split into raw-overlap and normalization parts."""
    f, _, fR, _ = gaussian_functions(spec, R)
    c, _, cR, _ = gaussian_functions(PROJECTORS, R)
    S, dS = DX * f @ f.T, DX * (fR @ f.T + f @ fR.T)
    B, dB = DX * f @ c.T, DX * (fR @ c.T + f @ cR.T)
    SB = np.linalg.solve(S, B)
    o, Q = np.linalg.eigh(B.T @ SB)
    dO = dB.T @ SB + SB.T @ dB - SB.T @ dS @ SB
    s = np.sqrt(o)
    ratio = -1 / (np.outer(s, s) * (s[:, None] + s[None, :]))
    inv_root = (Q / s) @ Q.T
    return B @ inv_root, dB @ inv_root, B @ (Q @ ((Q.T @ dO @ Q) * ratio) @ Q.T)


def local_part(P, G):
    return np.einsum('ia,tij,ja->ta', P, G, P, optimize=True)


def local_state(spec, R, mu=MU_LOC):
    """Solve in orthonormal combinations, return matrices in the Gaussians."""
    S, h = one_body(spec, R)
    X = inverse_root(S)[0]
    P = X @ projectors(spec, R)[0]

    def static(rho):
        return (P * (U * np.sum(P * (rho @ P), axis=0))) @ P.T

    def dynamic(gp, gm):
        s = -U**2 * local_part(P, gp)**2 * local_part(P, gm)
        return np.einsum('ia,ta,ja->tij', P, s, P, optimize=True)

    state = solve(np.eye(len(S)), X @ h @ X, static, dynamic, mu)
    state.G, state.Gm = X @ state.G @ X, X @ state.Gm @ X
    state.rho, state.W = X @ state.rho @ X, X @ state.W @ X
    return state


def local_forces(state, spec, R):
    """Hellmann-Feynman, basis terms, raw projector, normalization part."""
    dS, dh, dh_hf, _, _ = one_body_derivatives(spec, R)
    P, dP_raw, dP_norm = projectors(spec, R)
    n_loc = np.sum(P * (state.rho @ P), axis=0)
    s = -U**2 * local_part(P, state.G)**2 * local_part(P, state.Gm)

    def term(dP):
        static = U * n_loc * np.sum(dP * (state.rho @ P), axis=0)
        dyn = np.einsum('t,ta,ia,tij,ja->', wt, s, dP, state.Gm, P, optimize=True)
        return 4 * (np.sum(static) + dyn)

    d_rep = -R / (R**2 + SOFT**2)**1.5
    return -np.array([2 * np.sum(dh_hf * state.rho) + d_rep,
                      2 * np.sum(dh * state.rho) - 2 * np.sum(dS * state.W),
                      term(dP_raw), term(dP_norm)])


def slope(function, point, step=STEP):
    m2, m1, p1, p2 = [function(point + k * step) for k in (-2, -1, 1, 2)]
    return (8 * (p1 - m1) - (p2 - m2)) / (12 * step)


fixed = [((R_A / 2 + FIXED_STEP_A * k) * ANG, 0, FIXED_WIDTH_A * ANG, 0)
         for k in np.arange(-2.5, 3)]
atomic = [(0.0, m, w * ANG, 0) for m in (0, 1) for w in WIDTHS_A]
enlarged = atomic + [(0.0, m, w * ANG, 1) for m in (0, 1) for w in WIDTHS_A]

# Fixed basis: the Hellmann-Feynman force alone
st_fix = coulomb_state(fixed, R0)
f_fix = coulomb_forces(st_fix, fixed, R0)
fd_fix = -slope(lambda r: coulomb_state(fixed, r).omega + repulsion(r), R0)
assert abs(f_fix[0] - fd_fix) < TOL, (f_fix[0], fd_fix)

# Atom-centred basis: all explicit terms are needed
st = coulomb_state(atomic, R0)
f_at = coulomb_forces(st, atomic, R0)
fd_at = -slope(lambda r: coulomb_state(atomic, r).omega + repulsion(r), R0)
assert abs(f_at.sum() - fd_at) < TOL, (f_at.sum(), fd_at)
assert abs(f_at[0] - fd_at) > 20 * TOL
assert np.max(np.abs(st.W - st.W_def)) < 1e-6
n_fd = -slope(lambda m: coulomb_state(atomic, R0, m).omega, MU, 0.005)
assert abs(n_fd - st.N) < 1e-5, (n_fd, st.N)

# Only the part of the basis derivative outside the span contributes
f_out = coulomb_forces(st, atomic, R0, outside_only=True)
assert abs(f_out[1:].sum() - f_at[1:].sum()) < TOL
assert abs(f_out[2]) < 1e-9

# Adding the derivative functions to the basis reduces the Pulay force
st_big = coulomb_state(enlarged, R0)
f_big = coulomb_forces(st_big, enlarged, R0)
assert abs(f_big[1:].sum()) < 0.5 * abs(f_at[1:].sum()), (f_big, f_at)

# Hartree-Fock G inserted into the second-order functional: not stationary
hf = coulomb_state(atomic, R0, correlated=False)
f_hf = coulomb_forces(hf, atomic, R0).sum()


def one_shot(r):
    s = coulomb_state(atomic, r, correlated=False)
    G_in_gaussians = s.X @ s.Gm @ s.X
    return np.append(G_in_gaussians.ravel(), s.omega + s.phi2 + repulsion(r))


d_shot = slope(one_shot, R0)
fd_shot = -d_shot[-1]
X_inverse = np.linalg.inv(hf.X)
response = -2 * np.einsum('t,tij,tji->', wt, X_inverse @ hf.sig @ X_inverse,
                          d_shot[:-1].reshape(hf.Gm.shape))
assert abs(f_hf + response - fd_shot) < TOL, (f_hf, response, fd_shot)
assert abs(response) > 20 * TOL

# Moving projectors, first in a fixed and then in a moving basis
loc = local_state(fixed, R0)
f_loc = local_forces(loc, fixed, R0)
fd_loc = -slope(lambda r: local_state(fixed, r).omega + repulsion(r), R0)
assert abs(f_loc.sum() - fd_loc) < TOL, (f_loc.sum(), fd_loc)
assert abs(f_loc[2:].sum()) > 20 * TOL
mov = local_state(atomic, R0)
f_mov = local_forces(mov, atomic, R0)
d_mov = slope(lambda r: (lambda s: np.array([s.omega + repulsion(r), s.N]))(
    local_state(atomic, r)), R0)
assert abs(f_mov.sum() + d_mov[0]) < TOL, (f_mov.sum(), -d_mov[0])


# The same force at fixed particle number
def free_energy(r):
    m = newton(lambda m: local_state(atomic, r, m).N - mov.N, MU_LOC,
               x1=MU_LOC + 0.005, tol=1e-7)
    return local_state(atomic, r, m).omega + m * mov.N + repulsion(r)


fd_free = -slope(free_energy, R0)
assert abs(fd_free - f_mov.sum()) < TOL, (fd_free, f_mov.sum())


def show(label, value, unit='eV/angstrom', digits=4):
    print(f'{label}: {value:.{digits}f} {unit}')


print('INPUTS')
show('separation R', R_A, 'angstrom', 2)
show('softening length', SOFT_A, 'angstrom', 2)
show('temperature kT', KT_EV, 'eV', 2)
show('chemical potential, Coulomb model', MU_EV, 'eV', 2)
show('narrow atom-centred Gaussian width', WIDTHS_A[0], 'angstrom', 2)
show('wide atom-centred Gaussian width', WIDTHS_A[1], 'angstrom', 2)
show('fixed Gaussian width', FIXED_WIDTH_A, 'angstrom', 2)
show('fixed Gaussian spacing', FIXED_STEP_A, 'angstrom', 2)
print(f'basis sizes fixed, atomic, enlarged: {len(fixed)}, {len(atomic)}, '
      f'{len(enlarged)} functions')
show('finite-difference step', STEP / ANG, 'angstrom', 5)
show('force tolerance of the tests', TOL * FORCE, digits=5)
print('FIXED BASIS, COULOMB MODEL (force on right nucleus, + is outward)')
show('electron number', st_fix.N, 'electrons')
show('Hellmann-Feynman force', f_fix[0] * FORCE)
show('finite-difference force', fd_fix * FORCE)
print('ATOM-CENTRED BASIS, COULOMB MODEL')
show('electron number from trace', st.N, 'electrons', 5)
show('electron number from -dOmega/dmu', n_fd, 'electrons', 5)
show('second-order part of Phi', st.phi2 * HA, 'eV')
show('Hellmann-Feynman force', f_at[0] * FORCE)
show('one-body basis force', f_at[1] * FORCE)
show('overlap force', f_at[2] * FORCE)
show('interaction basis force', f_at[3] * FORCE)
show('sum of the three basis forces', f_at[1:].sum() * FORCE)
show('total explicit force', f_at.sum() * FORCE)
show('finite-difference force', fd_at * FORCE)
show('out-of-span one-body force', f_out[1] * FORCE)
show('out-of-span interaction force', f_out[3] * FORCE)
show('out-of-span sum', f_out[1:].sum() * FORCE)
show('enlarged basis: smallest overlap eigenvalue', st_big.smallest_overlap,
     '(dimensionless)', 6)
show('enlarged basis: Hellmann-Feynman force', f_big[0] * FORCE)
show('enlarged basis: sum of basis forces', f_big[1:].sum() * FORCE)
show('enlarged basis: total explicit force', f_big.sum() * FORCE)
print('HARTREE-FOCK G IN THE SECOND-ORDER FUNCTIONAL')
show('explicit force without response', f_hf * FORCE)
show('missing response force', response * FORCE)
show('finite-difference force', fd_shot * FORCE)
print('LOCAL-U MODEL, MOVING PROJECTORS')
show('local interaction U', U_EV, 'eV', 2)
show('chemical potential', MU_LOC_EV, 'eV', 2)
show('projector Gaussian width', PROJ_WIDTH_A, 'angstrom', 2)
show('fixed basis: electron number', loc.N, 'electrons')
show('fixed basis: Hellmann-Feynman force', f_loc[0] * FORCE)
show('fixed basis: projector force, raw overlaps', f_loc[2] * FORCE)
show('fixed basis: projector force, normalization', f_loc[3] * FORCE)
show('fixed basis: total explicit force', f_loc.sum() * FORCE)
show('fixed basis: finite-difference force', fd_loc * FORCE)
show('moving basis: electron number', mov.N, 'electrons')
show('moving basis: dN/dR at fixed mu', d_mov[1] * ANG, 'electrons/angstrom')
show('moving basis: total explicit force', f_mov.sum() * FORCE)
show('moving basis: finite difference at fixed mu', -d_mov[0] * FORCE)
show('moving basis: finite difference at fixed N', fd_free * FORCE)
print('all good')
```

Output:

```
INPUTS
separation R: 1.20 angstrom
softening length: 0.50 angstrom
temperature kT: 1.00 eV
chemical potential, Coulomb model: -10.00 eV
narrow atom-centred Gaussian width: 0.40 angstrom
wide atom-centred Gaussian width: 0.80 angstrom
fixed Gaussian width: 0.60 angstrom
fixed Gaussian spacing: 0.80 angstrom
basis sizes fixed, atomic, enlarged: 6, 4, 8 functions
finite-difference step: 0.01588 angstrom
force tolerance of the tests: 0.00021 eV/angstrom
FIXED BASIS, COULOMB MODEL (force on right nucleus, + is outward)
electron number: 1.9963 electrons
Hellmann-Feynman force: -5.0995 eV/angstrom
finite-difference force: -5.0995 eV/angstrom
ATOM-CENTRED BASIS, COULOMB MODEL
electron number from trace: 1.99702 electrons
electron number from -dOmega/dmu: 1.99702 electrons
second-order part of Phi: -0.6110 eV
Hellmann-Feynman force: -4.4617 eV/angstrom
one-body basis force: -27.4662 eV/angstrom
overlap force: 10.7619 eV/angstrom
interaction basis force: 16.5340 eV/angstrom
sum of the three basis forces: -0.1703 eV/angstrom
total explicit force: -4.6320 eV/angstrom
finite-difference force: -4.6320 eV/angstrom
out-of-span one-body force: -3.9563 eV/angstrom
out-of-span interaction force: 3.7859 eV/angstrom
out-of-span sum: -0.1703 eV/angstrom
enlarged basis: smallest overlap eigenvalue: 0.001076 (dimensionless)
enlarged basis: Hellmann-Feynman force: -4.5301 eV/angstrom
enlarged basis: sum of basis forces: 0.0022 eV/angstrom
enlarged basis: total explicit force: -4.5278 eV/angstrom
HARTREE-FOCK G IN THE SECOND-ORDER FUNCTIONAL
explicit force without response: -4.0753 eV/angstrom
missing response force: -0.4848 eV/angstrom
finite-difference force: -4.5601 eV/angstrom
LOCAL-U MODEL, MOVING PROJECTORS
local interaction U: 8.00 eV
chemical potential: -20.00 eV
projector Gaussian width: 0.50 angstrom
fixed basis: electron number: 2.7098 electrons
fixed basis: Hellmann-Feynman force: -8.7969 eV/angstrom
fixed basis: projector force, raw overlaps: 3.7906 eV/angstrom
fixed basis: projector force, normalization: -3.4321 eV/angstrom
fixed basis: total explicit force: -8.4384 eV/angstrom
fixed basis: finite-difference force: -8.4384 eV/angstrom
moving basis: electron number: 2.6645 electrons
moving basis: dN/dR at fixed mu: 0.2216 electrons/angstrom
moving basis: total explicit force: -8.0954 eV/angstrom
moving basis: finite difference at fixed mu: -8.0954 eV/angstrom
moving basis: finite difference at fixed N: -8.0954 eV/angstrom
all good
```
